Cutoffs and mean energy in Brust's two-tier plane-wave basis

**What the setting does**

Empirical pseudopotential codes may offer two plane-wave cutoffs and one reference energy. Waves below the first cutoff E1 enter the matrix that is diagonalized. Waves between E1 and the second cutoff E2 enter by a second-order correction, in which one mean energy Ē stands for the energies of all bands. This is Brust's two-tier basis.

The correction makes two distinct errors. Replacing each band energy λ by Ē stretches the spectrum about Ē:

ν − λ ≈ w (λ − Ē).

Here ν is the level obtained and w is the weight of the outer waves in the state, relative to that of the inner waves. The second error comes from dropping the coupling of the outer waves among themselves. For an isolated level in a weak potential, the first error is quadratic in the potential and the second cubic. With a fixed Ē the method is thus not correct to second order for a level a finite distance from Ē.

In the model crystal treated below, with E1 = 7 and E2 = 21 in units of (2π/a)², the correction reduces the rms error of the four valence bands from 471 to 52 meV, and that of the four lowest conduction bands from 695 to 118 meV. These errors are relative to full diagonalization with all waves up to E2, not to experiment.

**The matrix and its two tiers**

Take a local, static pseudopotential without spin. In plane waves of wavevector k + G the Hamiltonian is

H(G,G′) = (ħ²/2m)|k+G|² δ(G,G′) + V(G−G′).

The mean potential V(0) is set to zero, which fixes the zero of energy. Order the waves by |k+G|² and write H in blocks: A for the inner waves, D for the outer ones, B for the coupling between them. With c the inner and y the outer amplitudes of an eigenstate,

A c + B y = λ c,
B† c + D y = λ y.

If λ is not an eigenvalue of D, the second line gives

y = (λ − D)⁻¹ B† c.

Inserting this in the first line gives a problem of the inner size with no approximation:

S(λ) c = λ c,  S(ε) = A + B (ε − D)⁻¹ B†.

The price is that the matrix depends on the energy sought. The two-tier method removes this dependence and also the inversion of D. Split D = D₀ + W, where D₀ is the diagonal, here the kinetic energies T_γ of the outer waves γ, and W holds the couplings between different outer waves. Drop W and set ε = Ē:

S₀(Ē) = A + B (Ē − D₀)⁻¹ B†.

Element by element,

S₀(i,j) = A(i,j) + Σ_γ B(i,γ) B(j,γ)* / (Ē − T_γ).

The eigenvalues of S₀(Ē) are the levels ν. One diagonalization gives all bands at a given k, and the eigenvectors are mutually orthogonal within the inner space.

**Why a fixed energy stretches the bands**

Keep the full D for the moment, so that the fixed energy is the one approximation. Let μ_n(ε) be the nth eigenvalue of S(ε), with eigenvector c. For an isolated eigenvalue, its derivative is the expectation value of the derivative of the matrix. Since

d(ε − D)⁻¹/dε = −(ε − D)⁻²,

we have

dμ_n/dε = −w_n(ε),  w_n(ε) = |(ε − D)⁻¹B†c|² / |c|².

At ε = λ_n the vector in the numerator is y, so w_n is the ratio of outer to inner weight.

It remains to show that the nth level of S belongs to the nth level of H. For ε below the lowest eigenvalue of D, block elimination turns H − ε by a congruence into the two blocks S(ε) − ε and D − ε. A congruence preserves the number of negative eigenvalues, and D − ε has none. The number of levels of H below ε therefore equals the number of μ_n(ε) below ε. Each μ_n(ε) − ε falls with slope −(1 + w_n) and can vanish once at most, so its zero is λ_n.

Now integrate the slope from λ_n, where μ_n = λ_n, to Ē:

μ_n(Ē) − λ_n = −∫ w_n dε (from λ_n to Ē) = ∫ w_n dε (from Ē to λ_n).

The weight is never negative. Levels above Ē come out too high, or at best right, and levels below Ē too low. If w_n varies little over the interval,

μ_n(Ē) − Ē ≈ (1 + w_n)(λ_n − Ē).

The integral was compared with direct diagonalization for eight bands at a k point of no symmetry, and the two agreed to rounding.

A case with one wave in each tier shows the mechanism. With diagonal energies a and d and coupling b, the exact level obeys λ = a + |b|²/(λ − d), while ν = a + |b|²/(Ē − d). Subtracting,

ν − λ = |b|² (λ − Ē) / [(Ē − d)(λ − d)].

For Ē and λ below d, the denominator is positive and the error has the sign of λ − Ē. There is no second outer wave, so W has no part in it.

As Ē → −∞ the correction vanishes and the inner-only calculation returns. As Ē approaches the lowest T_γ from below, a denominator goes to zero and the method fails.

**The complete error**

Let d be an eigenvector of S₀(Ē) with eigenvalue ν, and c the inner part of an exact state with energy λ. Take the matrix element of the difference of the two matrices:

d†[S₀(Ē) − S(λ)]c = (ν − λ) d†c.

Define x = (Ē − D₀)⁻¹B†d, the outer amplitudes that the method implies. The A blocks cancel, leaving x†B†c − d†B y. In the first term use B†c = (λ − D₀ − W)y, and in the second d†B = x†(Ē − D₀). Then

(ν − λ) d†c = x†[(λ − D₀ − W) − (Ē − D₀)] y
= (λ − Ē) x†y − x†W y.

No approximation has been made in this identity. Replacing d by c on both sides, and in x, gives the error to first order in S₀ − S:

ν − λ ≈ [(λ − Ē) x†y − x†W y] / |c|².

The first term is the energy part, the second the coupling part. In the example their sum misses the true error by 2 meV rms.

For an isolated level in a weak potential, x and y are each linear in the potential. The energy part is then quadratic as long as λ − Ē stays finite, and the coupling part, with its extra factor W, is cubic. If each band is instead folded at its own energy, Ē becomes ν and the identity rearranges to

(ν − λ)(d†c + x†y) = −x†W y.

The quadratic error is gone. Halving a potential already scaled down to one hundredth gave exponents of 2.00 for fixed Ē and 3.05 for band-by-band energies.

**A model crystal**

The example has the diamond structure and rough parameters in the regime of group-IV semiconductors: a = 0.54 nm and form factors −2.8, 0.6 and 1.1 eV at |G|² = 3, 8 and 11, with G in units of 2π/a. With the origin midway between the two atoms of the cell, each form factor is multiplied by cos[π(h+k+l)/4], where (h,k,l) are the components of G. The kinetic unit (ħ²/2m)(2π/a)² is 5.158 eV. The averages use 108 k points, half of a shifted 6×6×6 mesh, the other half following by time reversal. The last digit of these averages is not converged in the mesh. On 8×8×8 and 10×10×10 meshes the two-tier rms errors are 52 meV for valence and 116 meV for conduction bands, and the inner-only ones 469 to 472 and 687 to 689 meV.

The reference energy is the mean of the eight lowest inner-only bands, Ē = 11.09 eV. It needs no solution of the larger problem. Inner-only levels are variational and lie above the full ones, so this choice exceeds the mean of the full levels, which is 10.52 eV.

The first outer wave has a kinetic energy above 7 × 5.158 = 36.1 eV, so every denominator exceeds 25.0 eV in magnitude. On the mesh, the lowest eigenvalue of D is 33.2 eV and the highest of the eight bands reaches 21.6 eV. The condition for the ordering argument therefore holds there. On a 10×10×10 mesh the two values are 33.1 and 22.4 eV, so it still holds.

**Reading the errors band by band**

The lowest band has a mean energy of 0.32 eV and w = 1.0%. The stretch estimate is 0.010 × (0.32 − 11.09) eV = −108 meV. The energy part found is −126 meV. For the eighth band the estimate is 0.0283 × (18.34 − 11.09) eV = 205 meV, against 157 meV found.

The direction of these differences can be traced. The estimate uses |y|², but the energy part contains x†y. Without W, and with d replaced by c,

x_γ = y_γ (T_γ − λ)/(T_γ − Ē).

The factor is above one for λ < Ē and below one for λ > Ε̄, which agrees with the differences in these two bands. With W included, single states near Ē need not follow this rule.

The coupling part averages +42 meV in the lowest band and +20 to +25 meV in the other three valence bands. On average over each valence band it thus opposes the negative energy part. This explains a result that may look odd: keeping the full D at the same fixed Ē raises the valence error from 52 to 86 meV, because it removes the compensating error. The conduction error changes little, from 118 to 113 meV. Folding each band at its own energy, still without W, gives 27 meV for valence and 20 meV for conduction bands. For these rms errors over the mesh, the fixed energy is the larger source. The gap, treated below, behaves differently.

**Choosing the mean energy**

To leading order, the average energy error over a chosen group of levels vanishes when Σ w(λ − Ē) = 0, or

Ē = Σ wλ / Σ w.

The outer weight grows from 1.0% in band 1 to 2.8% in band 8, so this weighted mean, 12.86 eV, lies above the plain mean. The formula is only a rough guide here: with the full D, the mean error of the eight bands vanishes at 11.83 eV. It also says nothing about the coupling part.

A scan with E1 and E2 held fixed shows the trade. At Ē = 10 eV the rms errors are 43 meV for valence and 133 meV for conduction bands. At 15 eV they are 104 and 68 meV. No single value in the scan is best for both groups.

Much of this trade is a common shift of all levels. The slope of ν with Ē is −|x|²/|d|², by the same derivative argument as before. If this ratio were equal for all bands, a change of Ē would move the spectrum rigidly. Between 10 and 15 eV the signed mean error moves down by 71 meV for the valence bands, from −26 to −97 meV, and by 88 meV for the conduction bands, from 116 to 29 meV. The average separation of the two groups changes by just 16 meV, from 142 to 126 meV too large. Tuning one shared Ē is therefore a weak remedy for the error in this average separation. The difference between two single levels can respond more strongly, because their outer weights may differ more than the group averages do.

Three rules follow for a low-lying group of bands well separated from the outer waves.

First, place Ē inside the energy range of the bands wanted. Their mean is a simple starting value, though not in general the one of least error. Express Ē on the energy scale of the matrix. A value measured from the valence top is wrong unless the diagonal has been shifted accordingly.

Second, if all bands share one Ē, keep it constant over the zone. An arbitrary change in Ē between k points shifts the levels by about −|x|²/|d|² times that change and so adds false dispersion. Folding each band at its own energy at every k is a different case, since there the change removes the stretch.

Third, if the average separation of two groups matters, each group can be folded near its own mean. The levels share one absolute energy scale and can be compared directly. In the scan, Ē = 5 eV leaves a mean valence error of 28 meV and Ē = 15 eV a mean conduction error of 29 meV, so the average separation is nearly right. So close a match is an accident of the example. The choice reduces the stretch between the group means, but the stretch within each group remains. The price is a second diagonalization, and the eigenvectors of the two groups, coming from different matrices, need not be orthogonal.

This third rule should not be used for the gap. The valence top lies above the mean of its group and is pushed up, while the conduction minimum lies below the mean of its group and is pushed down. With Ē = 5 eV for the valence and 15 eV for the conduction bands, the gap from Γ to the minimum on Γ–X falls to 0.47 eV, against 0.63 eV with the shared Ē = 11.09 eV and 0.70 eV in the full basis. A larger E1 is the safer remedy there.

**Choosing the first cutoff**

Raising E1 moves the outer waves of lowest kinetic energy, which have the smallest denominators, into the inner tier. The denominators of the other outer waves do not change. With Ē = 11.09 eV and E2 = 21 fixed, the rms errors are:

E1 = 5: valence 131 meV, conduction 353 meV
E1 = 7: valence 52 meV, conduction 118 meV
E1 = 9: valence 30 meV, conduction 54 meV
E1 = 11: valence 16 meV, conduction 24 meV

At E1 = 5 the outer tier may begin just above 5 × 5.158 = 25.8 eV, not far above the highest band. The true energy denominators of that band are then small, and a fixed Ē represents them poorly.

The mean matrix size at E1 = 7 is 19.3, against 100.5 for all waves. The cubes of these sizes differ by a factor of about 140, but this ignores the folding. Forming S₀ takes about 19.3² × 81.2 ≈ 30,000 products, more than 19.3³ ≈ 7,200. Against 100.5³ ≈ 1,015,000 the saving is a factor of about 27 if all operations are given equal prefactors. This is a count, not a measured time.

**Stars, degeneracies and jumps**

A symmetry operation that leaves k unchanged, up to a reciprocal-lattice vector, permutes waves of equal |k+G|², apart from phases. If each tier contains whole sets of such waves, called stars, then S₀ keeps the symmetry and its degeneracies. At Γ the inner tier holds 1 + 8 + 6 = 15 waves. Moving one wave of the last star to the outer tier splits the threefold valence top by 13 meV. A cutoff should therefore be compared with |k+G|² using a small tolerance, so that rounding does not divide a star.

As k moves, whole stars cross E1 and the approximate bands jump. On the line k = (x,0,0) from Γ to X, crossings of E1 = 7 occur where (2−x)² + 4, (2+x)² or (3−x)² + 2 equals 7, that is at x = 0.27, 0.65 and 0.76. At these points the largest jump in the eight bands is 527 meV with the inner waves alone and 44 meV with folding. Waves that cross E2 also cause jumps, of up to 22 meV on this line, with folding and in the full basis alike. Effective masses or velocities taken by finite differences across such a point are unreliable. A fixed list of G vectors over the small k interval used, with each wave kept in the same tier, removes the jump, though not the smooth error of the folding. A larger E1 alone is not enough: it moves the crossings, and any jump that remains gives a slope error that grows as the step in k shrinks.

**Energy differences and the gap**

A common shift of all levels has no effect on gaps, so errors should also be measured from the valence top at Γ. The two-tier rms errors then become 108 meV for valence and 74 meV for conduction bands. The valence figure doubles because the reference level itself is in error. If the valence top lies too high by s, alignment changes the mean square error of a group by s² − 2s × (its mean error). The mean errors before alignment are −39 meV for valence and 99 meV for conduction bands. The one value of s that fits the rms errors of both groups is about 63 meV.

The gap from Γ to the conduction minimum on Γ–X is 0.70 eV in the full basis, 0.32 eV with inner waves alone and 0.63 eV with two tiers. The last value is too small by 69 meV, or 10%, although the average separation of the two groups is too large. With the valence top 63 meV too high, the conduction minimum must be about 6 meV too low. The gap error thus sits almost wholly in the valence top. The valence top lies at 10.70 eV, close to Ē, so the energy part is small there. Keeping the full D at the same Ē changes the error of this level from +63 to about −10 meV, so the dropped coupling is its main cause.

An average error over bands is therefore no substitute for a convergence check on the gap itself. Raise E1 until the gap, and any other difference of interest, is steady over several steps. Agreement at a single cutoff can come from errors of the two band edges that happen to cancel. In the example E1 = 5 gives a gap of 0.69 eV, closer to the full value than E1 = 7 does, only because the valence top is 63 meV and the conduction minimum 53 meV too high. For E1 = 8, 9, 11 and 13 the gap is 0.693, 0.691, 0.698 and 0.700 eV, with the valence top within 3 meV.

**Comparison with real crystals**

A real group-IV semiconductor with about this lattice constant has an indirect gap of roughly 1 eV, so the model's 0.70 eV is low. The parameters are round and were not fitted. Raising the first form factor by 0.1 eV, from −2.8 to −2.7 eV, lowers the gap by 172 meV. On a linear scale, the two-tier gap error equals a change of 0.04 eV in that one parameter. A fit can absorb it, but the fitted form factors then belong to the chosen E1, E2 and Ē and should not be moved to another basis setting without a new check.

The strongest simplification examined is locality. A nonlocal term acting on s waves, with a rough strength of 5 eV within 0.1 nm of each atom, raises the gap by about 0.50 eV if the other parameters stay fixed. Refitting would absorb part of this. Thermal smearing of the potential between 0 and 300 K, estimated with a Debye temperature of 600 K and an atomic mass of 28 u, lowers the gap by 72 meV. This is the Debye–Waller part alone; the remaining electron–phonon shift and thermal expansion are left out. A spin-orbit splitting of 0.04 eV raises the valence top by one third of that value and lowers the gap by 13 meV. Waves between E2 = 21 and 40 add 6 meV to the gap, so in this model E2 is adequate for the gap at the 10 meV level while E1 = 7 is not. The numerical output below gives the values band by band.

Calculated quantities

```
a = 0.54 nm; (2pi/a)^2 kinetic unit = 5.1582 eV
form factors (eV) at |G|^2: {3: -2.8, 8: 0.6, 11: 1.1}
E1 = 7.0, E2 = 21.0 kinetic units; k points: 108
mean waves: inner 19.3, all 100.5; cubed ratio 142
Ebar = 11.091 eV; weighted mean = 12.857 eV
highest band-8 level 21.64 eV; lowest of D 33.22 eV
band: mean level (eV), w (%), then errors in meV:
  inner rms, two-tier rms, two-tier mean, energy part, coupling part
1:   0.320   1.00   472.9    84.6   -83.9  -126.0    42.2
2:   4.525   1.03   458.9    52.6   -48.6   -73.5    25.1
3:   7.526   1.12   455.4    26.4   -19.5   -38.9    19.5
4:   8.626   1.25   495.7    17.8    -5.5   -28.0    22.5
5:  13.246   1.73   581.2    43.5    37.9    35.6     2.5
6:  14.795   2.18   676.5    75.5    68.4    71.3    -2.6
7:  16.769   2.50   734.1   128.1   122.5   114.8     9.2
8:  18.336   2.83   773.9   179.2   168.9   156.5    13.2
rms error (meV): valence, conduction
  inner only: 471.0, 695.2
  two-tier: 52.3, 118.4
  fixed energy, full D: 86.3, 112.5
  own energy, no W: 26.5, 19.6
same, relative to the valence top at Gamma (meV)
  inner only: 383.2, 189.2
  two-tier: 108.0, 74.0
scan of Ebar (eV): rms valence, conduction; mean val., cond. (meV)
     0: 81.7, 245.3; 70.4, 233.4
     5: 46.5, 195.2; 28.2, 182.0
    10: 42.9, 133.4; -25.6, 116.3
    15: 104.2, 68.2; -97.0, 28.6
    20: 205.4, 116.6; -197.8, -95.9
scan of E1 (kinetic units): rms valence, conduction (meV)
     5: 130.8, 353.0
     7: 52.3, 118.4
     9: 29.7, 53.8
    11: 16.1, 23.5
gap, full: 0.7017 eV, minimum at 0.86 of Gamma-X
gap, inner only: 0.3170 eV, minimum at 0.86 of Gamma-X
gap, two-tier: 0.6327 eV, minimum at 0.86 of Gamma-X
largest jump (meV): inner 527.0, two-tier 43.9
splitting from one broken star: 13.47 meV
order in potential: fixed 1.999, own energy 3.045
first-order split misses by 2.20 meV rms
weight integral misses by 1.3e-14 eV
rough inputs: 28 u, Debye 600 K, T 300 K
  s-core 5.0 eV within 0.1 nm; spin-orbit 0.04 eV
gap shifts from neglected effects (meV):
  waves from E2 to 40 units: 6.5
  first form factor +0.1 eV: -172.2
  nonlocal s-core: 500.9
  Debye-Waller, 0 K to 300 K: -71.8
  spin-orbit, one third of splitting: -13.3
```
